# Huzinaga-Cantu equation, level shifts and the inner nodes of valence orbitals, part 1

(Sections cited here and not found follow in the second part.)

## First half: valence equations with a frozen core

Chemistry and bonding involve mainly the outer electrons of a heavy atom, so one would like to treat these alone. The core electrons then enter in two ways: through a potential, and through the requirement that valence orbitals stay orthogonal to the occupied core orbitals. This problem works out how to impose the second requirement in an eigenvalue equation, and what it does to the valence orbital close to the nucleus, where spin-orbit coupling acts.

Hartree atomic units are used. The atom is spherical, and an orbital of angular momentum $l$ has a real radial function $u(r)$ with $u(0)=0$ and $\int_0^\infty u^2dr=1$. Brackets denote radial integrals, $\langle a|b\rangle=\int_0^\infty a\,b\,dr$. Orbitals of different $l$ are orthogonal through their angular parts, so only core orbitals with the same $l$ as the valence orbital matter. They are written $|c\rangle$, are orthonormal, and are kept frozen. There is one valence orbital for each $l$. Define

$$P=\sum_c|c\rangle\langle c|,\qquad Q=1-P .$$

The valence energy is a functional of the valence orbitals $u_i$ with occupations $f_i$:

$$E_v=\sum_i f_i\langle u_i|h_{l_i}|u_i\rangle+E_H[\rho_v]+E_x[\rho_v],\qquad \rho_v=\sum_i\frac{f_iu_i^2}{4\pi r^2},$$

$$h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_{\rm core}(r).$$

Here $V_{\rm core}$ is the potential of the nucleus and the frozen core, $E_H$ is the Hartree energy, and $E_x=-\frac34(3/\pi)^{1/3}\int\rho_v^{4/3}d^3r$ is the local-density exchange energy.

### (a) The constrained stationary point

**Question.** Find the equation obeyed by a valence orbital $u$ that makes $E_v$ stationary under the conditions $\langle u|u\rangle=1$ and $\langle c|u\rangle=0$. What do the Lagrange multipliers of the orthogonality conditions mean?

**Solution.** Vary $u$ by $\delta u$. The operator $h_l$ is symmetric, because the boundary terms of the two partial integrations vanish with the orbitals. The one-electron term therefore changes by $2f\langle\delta u|h_l|u\rangle$. The density changes by $\delta\rho_v=2f\,u\,\delta u/(4\pi r^2)$, so for any potential $v(r)$

$$\int v\,\delta\rho_v\,d^3r=2f\int_0^\infty \delta u\,v\,u\,dr .$$

The functional derivative of $E_H$ is the Hartree potential $v_H$, and that of $E_x$ is $v_x=-(3\rho_v/\pi)^{1/3}$, since the factor $\frac43$ from the power cancels the prefactor $\frac34$. Together,

$$\delta E_v=2f\langle\delta u|F|u\rangle,\qquad F=h_l+v_H[\rho_v]+v_x[\rho_v].$$

Introduce a multiplier for each condition, with factors chosen for convenience:

$$L=E_v-f\varepsilon\big(\langle u|u\rangle-1\big)-2f\sum_c\lambda_c\langle c|u\rangle .$$

Its variation is

$$\delta L=2f\Big\langle\delta u\Big|Fu-\varepsilon u-\sum_c\lambda_c c\Big\rangle .$$

This must vanish for every $\delta u$, hence

$$F|u\rangle=\varepsilon|u\rangle+\sum_c\lambda_c|c\rangle. \tag{1}$$

Projecting on $u$ gives $\varepsilon=\langle u|F|u\rangle$, because $\langle u|c\rangle=0$. Projecting on a core orbital gives $\lambda_c=\langle c|F|u\rangle$, because the core orbitals are orthonormal.

The meaning of $\lambda_c$ follows from the energy variation. Mixing a small amount $t$ of core orbital into $u$, $\delta u=t\,c$, changes the energy at the rate $dE_v/dt=2f\lambda_c$. The norm of $u$ changes only at order $t^2$. The multiplier thus measures the force with which the energy pulls the valence orbital towards an already occupied core orbital. If all $\lambda_c$ vanish, equation (1) says that $u$ is an eigenfunction of $F$. Conversely, if $u$ is an eigenfunction of $F$ and orthogonal to the core, then $\lambda_c=\varepsilon\langle c|u\rangle=0$. With an approximate core potential neither is to be expected.

### (b) A Hermitian eigenvalue equation

**Question.** Eliminate the multipliers from (1) and write the result as an eigenvalue problem of a Hermitian operator. Find the whole spectrum of that operator and the condition under which the valence orbital is its lowest state.

**Solution.** The sum in (1) is a projection:

$$\sum_c|c\rangle\lambda_c=\sum_c|c\rangle\langle c|F|u\rangle=PF|u\rangle .$$

Equation (1) becomes $(F-PF)|u\rangle=\varepsilon|u\rangle$. This operator is not Hermitian in general, since the adjoint of $PF$ is $FP$. But $P|u\rangle=0$, so $FP|u\rangle=0$ may be subtracted from the left side without changing it:

$$\boxed{(F-PF-FP)|u\rangle=\varepsilon|u\rangle} \tag{2}$$

This is the Huzinaga-Cantu equation. The operator is Hermitian because $PF$ and $FP$ are adjoints of each other and occur with equal weight.

To find its spectrum, insert $1=P+Q$ on both sides of $F$:

$$F=PFP+PFQ+QFP+QFQ,$$
$$PF=PFP+PFQ,\qquad FP=PFP+QFP .$$

Subtracting the last two expressions from the first, the mixed terms cancel and $PFP$ is left with the coefficient $1-2=-1$:

$$F-PF-FP=QFQ-PFP. \tag{3}$$

No assumption about the core orbitals beyond orthonormality has been used. The operator has no element connecting the core space with its complement, so its eigenvectors can be chosen within one space or the other. In the complement they satisfy $QFQ|u\rangle=\varepsilon|u\rangle$, which is the constrained problem itself. In the core space the eigenvalues are those of $PFP$ with reversed sign.

A deep core level is thus reflected to a high positive energy. The lowest valence solution is the lowest state of the whole operator if the smallest eigenvalue of $-PFP$ exceeds $\varepsilon$. For a bound valence orbital it is sufficient that $PFP$ has negative eigenvalues only. The condition can fail if a frozen function has a positive energy in $F$, for instance because $F$ belongs to a different environment. Its reflected level could then fall below $\varepsilon$. The cure is to add a term $PYP$ with a sufficiently large positive operator $Y$. It acts on the core space alone and leaves (2) unchanged for $u$.

Since $F$ depends on $\rho_v$, equation (2) is solved repeatedly until orbital and operator agree.

### (c) Level shifts when the core diagonalizes $F$

**Question.** Suppose that $F|c\rangle=\varepsilon_c|c\rangle$, and consider $F+\sum_cB_c|c\rangle\langle c|$. Which $B_c$ reproduces (2)? How large must $B_c$ be for the valence orbital to be the lowest state, and what happens at the limiting value? Evaluate the limits for the 4p orbital of a free Ga atom.

**Solution.** For eigenfunctions, $PF=FP=\sum_c\varepsilon_c|c\rangle\langle c|$, so

$$F-PF-FP=F-2\sum_c\varepsilon_c|c\rangle\langle c| .$$

The Huzinaga-Cantu operator is then a level shift with $B_c=-2\varepsilon_c$. For arbitrary $B_c$ one has

$$\Big(F+\sum_{c'}B_{c'}|c'\rangle\langle c'|\Big)|c\rangle=(\varepsilon_c+B_c)|c\rangle,$$

while the valence eigenfunction with energy $\varepsilon_v$ is untouched. It is the lowest state if every shifted core level lies above it:

$$B_c>\varepsilon_v-\varepsilon_c. \tag{4}$$

At equality the core levels coincide with $\varepsilon_v$. Every combination $u+\sum_ca_c|c\rangle$ is then an eigenfunction with the same energy. This is the Phillips-Kleinman case. The eigenvalue is right, but the equation no longer fixes the core admixture, and with it the inner form of the orbital is undetermined. Below the limit, the lowest state is a core orbital.

For Ga take the configuration $3d^{10}4s^24p^1$ with spherically averaged, spin-restricted densities, nonrelativistic kinetic energy and exchange-only local-density theory. All electrons are included in this reference calculation. The orbital energies are $\varepsilon_{2p}=-40.031$, $\varepsilon_{3p}=-3.532$ and $\varepsilon_{4p}=-0.071$ hartree. The limits are

$$B_{2p}>-0.071+40.031=39.960,\qquad B_{3p}>-0.071+3.532=3.461\ \text{hartree}.$$

The choice $-2\varepsilon_c$ gives 80.062 and 7.064 hartree, about twice the limits. Numerical tests with $B_c=\kappa(\varepsilon_v-\varepsilon_c)$ confirm the three cases. For $\kappa=0.9$ the lowest state is a core state, for $\kappa=1$ the three lowest levels coincide, and for $\kappa=1.1$ the lowest state is 4p.

### (d) Finite shifts when the core does not diagonalize $F$

**Question.** For general frozen core orbitals, how much core character enters the lowest state of $F+\sum_cB_c|c\rangle\langle c|$, and what is the error of its energy relative to (2)?

**Solution.** The operator $F$ is held fixed in this part. Let $u$ and $\varepsilon$ solve (2). Write the shifted eigenstate, with the coefficient of $u$ set to one, as

$$|\psi\rangle=|u\rangle+\sum_ca_c|c\rangle+|\chi\rangle,\qquad P|\chi\rangle=0,\quad\langle u|\chi\rangle=0,$$

and call its energy $E$. Project the eigenvalue equation on $u$. The shift gives nothing, since $u$ is orthogonal to the core. Also $\langle u|F|\chi\rangle=\langle u|QFQ|\chi\rangle=\varepsilon\langle u|\chi\rangle=0$. What remains is

$$E-\varepsilon=\sum_c\lambda_ca_c, \tag{5}$$

with no approximation. Projection on $c$ gives

$$\lambda_c+\sum_{c'}\big(\langle c|F|c'\rangle+B_c\delta_{cc'}-E\,\delta_{cc'}\big)a_{c'}+\langle c|F|\chi\rangle=0 .$$

Let $\eta$ be the order of the elements of $F$ between core space and complement. Then $\lambda_c$ and $a_c$ are of order $\eta$. The function $\chi$ is driven by $QF|c\rangle a_c$ and is of order $\eta^2$, provided $E$ is not close to another eigenvalue of $QFQ$. The last term is therefore of order $\eta^3$, and so is the effect of replacing $E$ by $\varepsilon$. To leading order, in matrix notation over the core orbitals,

$$a=-M^{-1}\lambda,\quad M=PFP+B-\varepsilon,\qquad E-\varepsilon=-\lambda^{T}M^{-1}\lambda. \tag{6}$$

If all shifted core levels lie above $\varepsilon$, $M$ is positive definite and the energy error is negative: a finite shift only discourages core admixture, and the orbital uses this freedom to lower its energy. For large $B_c$ the leak falls as $-\lambda_c/B_c$ and the solution of (2) is recovered in the limit. The choice $B_c=-2\varepsilon_c$ is therefore not equivalent to (2) here. It leaves the coupling $PFQ+QFP$ in place, which the Huzinaga-Cantu operator removes. In a self-consistent calculation the leak also changes $\rho_v$, by $2f\,u\sum_ca_cc/(4\pi r^2)$ for each orbital. This is of first order in $\eta$, so the orbital energy then acquires an additional first-order shift of either sign.

### (e) Orthogonality and nodes

**Question.** Let the core orbitals be the $n$ lowest eigenfunctions $u_0,\dots,u_{n-1}$ of one radial Hamiltonian $-\frac12d^2/dr^2+W(r)$ with a local potential. Find a lower bound for the number of sign changes of a continuous function $u$, not identically zero, that is orthogonal to all of them.

**Solution.** It has at least $n$. The proof uses the determinant

$$D(r_0,\dots,r_k)=\det\big[u_i(r_j)\big],\qquad i,j=0,\dots,k,$$

which is the ground state of $k+1$ noninteracting fermions in one dimension.

First, $D$ has no zero in the region $r_0<r_1<\dots<r_k$. Any function on this region that vanishes on its boundary can be continued antisymmetrically to all orderings with the same mean energy. So $D$ is the lowest state with zero boundary values on the region, and $|D|$, having the same mean energy, is one too. Suppose $|D|$ vanished at an interior point. Let $m(R)$ be its average over a sphere of radius $R$ about that point in $d=k+1$ dimensions. Nearby, the wave equation bounds the Laplacian of $|D|$ by $2K|D|$ with a constant $K>0$. Integrating twice from $m(0)=0$ gives $m(R)\le K\mu R^2/d$, where $\mu$ is the maximum of $m$ up to radius $R$. For $R^2<d/K$ this forces $\mu=0$. The zero spreads through the connected region, which contradicts the linear independence of the $u_i$.

Now suppose $u$ had only $k<n$ sign changes, at $s_1<\dots<s_k$. The function $g(r)=D(r,s_1,\dots,s_k)$ is a combination of $u_0,\dots,u_k$, all of them core orbitals. It vanishes at the points $s_j$ and nowhere else for $r>0$. When $r$ passes one $s_j$, restoring the order of the arguments takes one more exchange of columns, so $g$ changes sign. The product $g\,u$ then has one sign throughout, and $\langle g|u\rangle\neq0$. This contradicts the orthogonality of $u$ to the core.

A p valence orbital orthogonal to 2p and 3p thus has at least two sign changes, whatever equation produced it. The proof needs a local potential common to the core orbitals; it does not cover the nonlocal exchange of Hartree-Fock theory.

## Second half: the region near the nucleus

The symbols carried over are these. The frozen core orbitals $|c\rangle$ define $P=\sum_c|c\rangle\langle c|$, and $F$ is the valence one-electron operator. The constrained valence orbital $u$ obeys $(F-PF-FP)|u\rangle=\varepsilon|u\rangle$, with multipliers $\lambda_c=\langle c|F|u\rangle$. A finite level shift $B_c$ instead gives an orbital with core admixtures $a=-M^{-1}\lambda$ and an energy error $\lambda^Ta$, to leading order and at fixed $F$, where $M=PFP+B-\varepsilon$. Orthogonality to 2p and 3p gives a p orbital at least two sign changes. The reference is the all-electron Ga atom in exchange-only local-density theory, with total potential $V(r)$.

### (f) What the spin-orbit operator samples

**Question.** The spin-orbit operator of an electron in the potential $V$ is $\xi(r)\,\mathbf l\cdot\mathbf s$ with $\xi=\frac{\alpha^2}{2r}\frac{dV}{dr}$, where $\alpha$ is the fine-structure constant. Show how $r^{-3}$ arises, find the first-order splitting of a p level, and relate $\langle r^{-3}\rangle$ to the mean force. Where in the Ga 4p orbital does $\langle r^{-3}\rangle$ come from?

The constrained valence orbital obeys the Hermitian equation (2), finite level shifts can admit some core character, and orthogonality to core orbitals of a common local potential forces a minimum number of nodes. What remains is to answer question (f) and to compare a model core potential, finite shifts and a nodeless pseudo-orbital for Ga 4p near the nucleus.
